# A Troullier-Martins s potential for sodium, tested on 4s and 5s

## The problem

A sodium atom has one valence electron outside a Na$^+$ core. Replace the core, for s waves, by a smooth potential whose lowest s state is the 3s valence state, and find out how well that potential describes 4s and 5s, which were not used to build it.

**Units and model.** Hartree atomic units are used ($\hbar=m_e=e=4\pi\varepsilon_0=1$): lengths in bohr, energies in hartree. The treatment is nonrelativistic. For an s state write $u(r)=rR(r)$ with $\int_0^\infty u^2\,dr=1$, so that

$$-\tfrac12u''+Vu=Eu .\tag{1}$$

"All-electron" here means the potential of the frozen core,

$$V(r)=-\frac{11}{r}+V_H[n_{\rm core}](r)+V_{xc}[n_{\rm core}](r),$$

where $n_{\rm core}$ is the self-consistent density of Na$^+$ in the local density approximation (LDA), with Slater exchange and Perdew-Wang correlation. Outside the core, ten electrons screen the nucleus and $V\to-1/r$, which supports a Rydberg series. The LDA potential of the neutral atom has no such tail. In a sphere of radius 130 bohr it binds four s states, 1s to 4s, so it offers no 5s level to compare with.

**Data.** The all-electron levels are

$$E_{3s}=-0.257745,\quad E_{4s}=-0.081715,\quad E_{5s}=-0.041146 .$$

The outermost node of $u_{3s}$ is at 1.02 bohr and its outer maximum near 2.7 bohr. At the core radius $r_c=3.0$ bohr, in atomic units,

- $u_{3s}=0.578823$ and $u_{3s}'=-0.062128$;
- $V=-0.409641$, $V'=0.195091$, $V''=-0.17032$;
- the norm inside is $Q=\int_0^{r_c}u_{3s}^2\,dr=0.457771$.

**Questions.** For $r<r_c$ take

$$u_{ps}=r\,e^{p(r)},\qquad p=c_0+c_2r^2+c_4r^4+\dots+c_{12}r^{12},\tag{2}$$

and for $r\ge r_c$ keep $u_{ps}=u_{3s}$ and $V_{ps}=V$.

(a) Find $V_{ps}$ inside $r_c$, and state seven conditions that fix the seven coefficients.

(b) Solve the conditions. How many solutions can there be?

(c) Compare the 4s and 5s eigenvalues of $V_{ps}$ with the all-electron ones.

(d) Explain the size of the errors.

## Hints

1. For (a), insert (2) into (1) and solve for the potential. Ask how many derivatives of $p$ must be continuous for $V_{ps}$, $V_{ps}'$ and $V_{ps}''$ to be continuous.
2. For (b), hold $c_2$ fixed. All conditions but one are then linear in the other unknowns. To count solutions, ask how $p$ changes with $c_2$ when everything at $r_c$ is held fixed.
3. For (d), the outer region sees the inner one only through $L(E)=u'(r_c)/u(r_c)$. Differentiate (1) with respect to $E$.

## Solution

### (a) The potential and the seven conditions

From $u_{ps}=re^p$ follows $u_{ps}'=(1/r+p')u_{ps}$. Differentiating again,

$$u_{ps}''=\Big[-\frac1{r^2}+p''+\Big(\frac1r+p'\Big)^2\Big]u_{ps}=\Big[p''+\frac{2p'}r+p'^2\Big]u_{ps}.$$

Equation (1) with $E=E_{3s}$ gives $V_{ps}=E_{3s}+u_{ps}''/(2u_{ps})$, that is

$$V_{ps}=E_{3s}+\frac{p'}r+\frac{p''+p'^2}2 .\tag{3}$$

The division is harmless because $re^p$ has no node for $r>0$. Since $p$ is even, $p'/r$ is finite at the origin, and the nuclear singularity is gone. The core radius must lie outside the outermost node of $u_{3s}$; otherwise a node would survive in the outer part and 3s would not be the lowest state of $V_{ps}$.

The conditions are as follows.

*Five at $r_c$.* $V_{ps}$ contains $p''$, so continuity of $V_{ps}$, $V_{ps}'$ and $V_{ps}''$ requires continuity of $u$ and its first four derivatives. The required values of $p$ follow from $p=\ln(u/r)$, from $p'=u'/u-1/r$, and from (3) solved for $p''$ with $V_{ps}=V$ and then differentiated twice:

$$\begin{aligned}
p''&=2(V-E_{3s})-\frac{2p'}{r_c}-p'^2,\\
p'''&=2V'-\frac{2p''}{r_c}+\frac{2p'}{r_c^2}-2p'p'',\\
p''''&=2V''-\frac{2p'''}{r_c}+\frac{4p''}{r_c^2}-\frac{4p'}{r_c^3}-2p''^2-2p'p'''.
\end{aligned}$$

*One for the norm.* $\int_0^{r_c}u_{ps}^2\,dr=Q$.

*One at the origin.* $V_{ps}''(0)=0$, which makes the potential flat there. To order $r^2$, the terms of (3) are

$$\frac{p'}r=2c_2+4c_4r^2,\qquad \frac{p''}2=c_2+6c_4r^2,\qquad \frac{p'^2}2=2c_2^2r^2,$$

and their sum gives

$$V_{ps}=E_{3s}+3c_2+(10c_4+2c_2^2)\,r^2+O(r^4).\tag{4}$$

The condition is therefore $c_4=-c_2^2/5$.

### (b) Solving the conditions

**Values at $r_c$.** The first three are

$$\begin{aligned}
p&=\ln\frac{0.578823}{3}=-1.645372,\\
p'&=\frac{-0.062128}{0.578823}-\frac13=-0.44067,\\
p''&=2(-0.151896)+0.29378-0.19419=-0.20420.
\end{aligned}$$

In the same way $p'''=0.248419$ and $p''''=-0.39619$.

**The linear part.** Put $a_m=c_mr_c^m$ and $P_k=r_c^kp^{(k)}(r_c)$. The $k$-th derivative of $c_mr^m$ at $r_c$, times $r_c^k$, is $m(m-1)\cdots(m-k+1)\,a_m$. Move the terms with $a_2$ and $a_4$ to the known side:

$$\begin{aligned}
b_0&=P_0-a_2-a_4, & b_1&=P_1-2a_2-4a_4,\\
b_2&=P_2-2a_2-12a_4, & b_3&=P_3-24a_4,\\
b_4&=P_4-24a_4.
\end{aligned}$$

With sums over $m=0,6,8,10,12$, the equations read $b_1=\sum ma_m$, $b_2=\sum m(m-1)a_m$, and so on. Writing powers of $m$ through these products gives

$$\begin{aligned}
\textstyle\sum m^2a_m&=b_2+b_1,\\
\textstyle\sum m^3a_m&=b_3+3b_2+b_1,\\
\textstyle\sum m^4a_m&=b_4+6b_3+7b_2+b_1.
\end{aligned}$$

To isolate $a_6$, weight each $a_m$ with $m(m-8)(m-10)(m-12)=m^4-30m^3+296m^2-960m$. This vanishes for $m=0,8,10,12$ and equals $6(-2)(-4)(-6)=-288$ for $m=6$. The other coefficients follow likewise:

$$\begin{aligned}
a_6&=-(b_4-24b_3+213b_2-693b_1)/288,\\
a_8&=(b_4-22b_3+175b_2-495b_1)/128,\\
a_{10}&=-(b_4-20b_3+145b_2-385b_1)/160,\\
a_{12}&=(b_4-18b_3+123b_2-315b_1)/576,\\
a_0&=b_0-a_6-a_8-a_{10}-a_{12}.
\end{aligned}\tag{5}$$

**The number of solutions.** One unknown, $c_2$, and one condition, the norm, remain. Let $t=r^2/r_c^2$ and let $\Delta p$ be the change of $p$ when $c_2$ goes from zero to its value with the other six conditions kept. $\Delta p$ is a polynomial of degree six in $t$, and it vanishes at $t=1$ together with four derivatives. Hence $\Delta p=(1-t)^5(\alpha+\beta t)$. Since $(1-t)^5=1-5t+10t^2-\dots$, the coefficients of $t$ and $t^2$ require

$$\beta-5\alpha=r_c^2c_2,\qquad 10\alpha-5\beta=-\tfrac15r_c^4c_2^2 .$$

Inserting $\beta=r_c^2c_2+5\alpha$ into the second gives $-15\alpha=5r_c^2c_2-\tfrac15r_c^4c_2^2$, and so

$$\Delta p=-\frac{r_c^2c_2}3(1-t)^5(1+2t)+\frac{r_c^4c_2^2}{75}(1-t)^5(1+5t).\tag{6}$$

For $t<1$ the coefficient of $c_2^2$ is positive, so $p$ is a strictly convex function of $c_2$ at each $r<r_c$. The exponential of a convex function is convex, and so is the integral of $r^2e^{2p}$. A strictly convex function takes a given value at most twice. There are thus at most two solutions, and there are two when the minimum of the norm lies below $Q$, because the norm grows without bound for large $|c_2|$.

**The root.** For each trial $c_2$, equations (5) give $p$, a quadrature gives the norm, and a bracketing root search adjusts $c_2$. The roots are $c_2=0.197567$ and $1.635179$ bohr$^{-2}$. By (4) the potentials at the origin are

$$-0.2577+3(0.1976)=0.335,\qquad -0.2577+3(1.6352)=4.648$$

hartree. The second potential is strongly repulsive at the centre; the first root is taken as the smoother choice. Smoother does not mean more accurate: the second root misses 4s and 5s by about $+0.46\times10^{-4}$ and $+0.24\times10^{-4}$ hartree, less than the errors found below for the first.

**The coefficients.** With $a_2=9c_2=1.778102$ and $a_4=-81c_2^2/5=-0.632330$,

$$b_0,\dots,b_4=-2.79114,\;-2.34889,\;2.19393,\;21.88323,\;-16.9155 .$$

The first of equations (5) becomes

$$a_6=-\frac{-16.92-525.20+467.31+1627.78}{288}=-5.392,$$

and $c_6=a_6/3^6=-7.397\times10^{-3}$. The full set, with $c_m$ in bohr$^{-m}$, is

| $m$ | $c_m$ |
|---|---|
| 0 | $-1.829336$ |
| 2 | $0.1975669$ |
| 4 | $-7.806540\times10^{-3}$ |
| 6 | $-7.396817\times10^{-3}$ |
| 8 | $1.248253\times10^{-3}$ |
| 10 | $-8.127396\times10^{-5}$ |
| 12 | $1.956620\times10^{-6}$ |

The many digits are needed because the terms of $p$ partly cancel near $r_c$; they do not express the accuracy of the model.

### (c) The eigenvalues

Diagonalizing the radial Hamiltonian with $V_{ps}$ gives states with 0, 1 and 2 nodes. They correspond to 3s, 4s and 5s, which have 2, 3 and 4 nodes in the all-electron potential.

| State | All-electron (hartree) | Pseudo (hartree) | Pseudo minus all-electron (hartree) |
|---|---|---|---|
| 3s | $-0.257745$ | $-0.257745$ | numerical zero |
| 4s | $-0.081715$ | $-0.081843$ | $-1.28\times10^{-4}$ |
| 5s | $-0.041146$ | $-0.041216$ | $-0.70\times10^{-4}$ |

In electronvolts, 4s is at $-2.2236$ all-electron and $-2.2271$ pseudo; 5s is at $-1.1197$ and $-1.1215$. Both pseudo levels are too deep, by about 0.16% and 0.17% of the respective all-electron eigenvalue. The agreement for 3s is no success of the method, since that level was put in.

These are errors of the pseudopotential relative to its own reference. The reference has errors of its own: it leaves out relativity and the relaxation and polarization of the core, and it treats exchange and correlation between core and valence electron by a local functional. Its 3s level lies about 7.0 eV below the ionization limit, whereas the measured ionization energy of sodium is roughly 5 eV. Relativity, relaxation and polarization account for little of this gap: a frozen, nonrelativistic Hartree-Fock core of Na$^+$, which also leaves them out, puts 3s at about 4.95 eV. The gap arises from taking an empty level of the LDA potential of the core as a binding energy; the same functional, spin-polarized, gives about 5.3 eV as the total-energy difference between Na$^+$ and Na. The reference is thus far less accurate as a description of the atom than $V_{ps}$ is as a copy of the reference.

### (d) Why the errors have this size

**The norm fixes the energy slope.** Let $u(r,E)$ be the solution of (1) that is regular at the origin, and let a dot denote $\partial/\partial E$. From $u''=2(V-E)u$ follows $\dot u''=2(V-E)\dot u-2u$. Multiply the second equation by $u$, the first by $\dot u$, and subtract:

$$(u\dot u'-\dot uu')'=u\dot u''-\dot uu''=-2u^2 .$$

Integrate from 0, where $u$ and $\dot u$ vanish, to $r_c$, and divide by $u(r_c)^2$. The left side becomes the energy derivative of $L=u'/u$:

$$\frac{dL}{dE}=-\frac{2}{u(r_c)^2}\int_0^{r_c}u^2\,dr .\tag{7}$$

At $E_{3s}$ this is $-2(0.457771)/0.578823^2=-2.7327$ in atomic units. The derivation holds for $V_{ps}$ as well, and there $u(r_c)$ and the inner norm are the same by construction. So $L_{ps}$ and $L$ agree at $E_{3s}$ in value and slope, and their difference starts with $(E-E_{3s})^2$. Numerically, doubling a small distance from $E_{3s}$ multiplies the difference by 4.017.

**From mismatch to eigenvalue error.** An eigenvalue is an energy at which $L$ equals the logarithmic derivative $L_{out}$ of the decaying outer solution. Integrating the same identity from $r_c$ to infinity, where the solution vanishes, reverses the sign:

$$\frac{dL_{out}}{dE}=+\frac{2}{u(r_c)^2}\int_{r_c}^\infty u^2\,dr .$$

Let $u_n$ be the normalized all-electron state, with norm $Q_n$ inside $r_c$ and $1-Q_n$ outside. The pseudo level $E_n+\delta E_n$ satisfies $L_{ps}=L_{out}$. Expand both sides to first order in $\delta E_n$, use $L_{out}(E_n)=L(E_n)$, and neglect the small difference between the slopes of $L_{ps}$ and $L$ at $E_n$:

$$L_{ps}(E_n)-\frac{2Q_n}{u_n(r_c)^2}\,\delta E_n=L(E_n)+\frac{2(1-Q_n)}{u_n(r_c)^2}\,\delta E_n .$$

The two norms add up to one, which leaves

$$\delta E_n\approx\tfrac12\,u_n(r_c)^2\,[L_{ps}(E_n)-L(E_n)] .\tag{8}$$

The computed ingredients give

$$\begin{aligned}
\text{4s:}\quad&\tfrac12(0.02385)(-0.01081)=-1.29\times10^{-4},\\
\text{5s:}\quad&\tfrac12(0.00674)(-0.02086)=-0.70\times10^{-4}
\end{aligned}$$

hartree, within 2% of the errors found by diagonalization.

Equation (8) also shows why 5s, although farther in energy from 3s, has the smaller absolute error. Its mismatch is 1.93 times that of 4s, but its density at $r_c$ is only 0.28 times as large, and the product is 0.55. A purely quadratic mismatch would grow by $(0.2166/0.1760)^2=1.51$ between the two levels. The larger value 1.93 shows that higher powers of $E-E_{3s}$ already contribute at these distances.

## Variation 1: give up norm conservation

*Keep the other six conditions, but let the inner norm be $1.2\,Q$. What happens to 4s and 5s?*

By the convexity shown in (b) this condition also has two roots; the one with $c_2$ below $0.197567$ bohr$^{-2}$, which continues the smoother solution, is taken. The 3s level stays where it was, because $u_{ps}$ still solves (1) at $E_{3s}$ and joins the same outer function. By (7), however, the slopes of $L_{ps}$ and $L$ now differ by 20%, and the mismatch starts at first order. Doubling a small energy distance multiplies it by 2.010.

The errors become $-2.93\times10^{-3}$ hartree for 4s and $-1.32\times10^{-3}$ hartree for 5s, about 23 and 19 times the norm-conserving ones. Since the norm is the one condition that was changed, it is responsible for this loss of accuracy. This does not mean that the exact norm minimizes the errors of these two levels: with $0.99\,Q$ the first-order term partly cancels the higher ones, and the errors drop to about $+0.04\times10^{-4}$ and $-0.11\times10^{-4}$ hartree. What the exact norm guarantees is the correct slope of $L$ at $E_{3s}$.

The linear term alone does not give the full size. For 4s it predicts a mismatch of $0.2(-2.733)(0.1760)=-0.0962$, and with (8) an error of $-1.1\times10^{-3}$ hartree, less than half of what is found. The leading-order estimate therefore fails here. The full mismatch of this potential at $E_{4s}$ is about $-0.29$, three times the linear term, and (8) with this value gives $-3.5\times10^{-3}$ hartree, somewhat more than is found. The shortfall thus comes from higher powers of $E-E_{3s}$, while the approximations in (8) act in the opposite direction.

## Variation 2: move the core radius

*Repeat the construction for $r_c=2.4$ and $3.6$ bohr.*

All three radii lie outside the node at 1.02 bohr, and for each the minimum of the norm lies below $Q$, so two roots exist. The root with the smaller $c_2$ is taken throughout, and the comparison below holds for that choice. The errors, pseudo minus all-electron, are

| $r_c$ (bohr) | 4s (hartree) | 5s (hartree) |
|---|---|---|
| 2.4 | $-0.65\times10^{-4}$ | $-0.35\times10^{-4}$ |
| 3.0 | $-1.28\times10^{-4}$ | $-0.70\times10^{-4}$ |
| 3.6 | $-3.79\times10^{-4}$ | $-2.05\times10^{-4}$ |

From the smallest to the largest radius both errors grow by a factor of 5.8. The ratio of the 5s to the 4s error stays near 0.54. Among these three radii the smallest reproduces the reference best; what it costs in basis functions or grid points was not measured here.

The numerical check printed below also recomputes the all-electron s levels in a Gaussian basis. This check is only partly independent: its kinetic, nuclear and Coulomb terms come from a Gaussian calculation of Na$^+$, but its exchange-correlation potential is evaluated on the same radial core density that defines $V$. With that shared ingredient, 3s, 4s and 5s agree to about $2\times10^{-6}$ hartree, well below the pseudopotential errors discussed here. The empty orbitals of a purely Gaussian calculation, even in the same basis, miss 4s and 5s by more than $10^{-4}$ hartree, so this check does not show a fully independent agreement at that level.

## Table of computed values

```
All-electron s levels, Na+ core potential (hartree):
  1s: -38.004812   Gaussian-basis check -38.004611
  2s: -2.347075   Gaussian-basis check -2.347075
  3s: -0.257745   Gaussian-basis check -0.257746
  4s: -0.081715   Gaussian-basis check -0.081713
  5s: -0.041146   Gaussian-basis check -0.041146
bound s states of neutral LDA atom in 130 bohr box: 4
outermost 3s node: 1.02 bohr
outer maximum of |u_3s|: 2.7 bohr
core radius r_c: 3.0 bohr
u_3s(r_c): 0.578823 bohr^-1/2
u_3s'(r_c): -0.062128 bohr^-3/2
V(r_c): -0.409641 hartree
V'(r_c): 0.195091 hartree/bohr
V''(r_c): -0.17032 hartree/bohr^2
3s norm inside r_c: 0.457771
p derivative 0 at r_c: -1.645372 bohr^-0
p derivative 1 at r_c: -0.440669 bohr^-1
p derivative 2 at r_c: -0.204203 bohr^-2
p derivative 3 at r_c: 0.248419 bohr^-3
p derivative 4 at r_c: -0.396190 bohr^-4
two roots c2: 0.197567 and 1.635179 bohr^-2
V_ps(0) for them: 0.33496 and 4.64779 hartree
c0: -1.829336e+00 bohr^-0
c2: 1.975669e-01 bohr^-2
c4: -7.806540e-03 bohr^-4
c6: -7.396817e-03 bohr^-6
c8: 1.248253e-03 bohr^-8
c10: -8.127396e-05 bohr^-10
c12: 1.956620e-06 bohr^-12
Pseudopotential levels and errors, pseudo minus all-electron:
  3s: -0.257745 hartree, error -1.17e-11 hartree
  4s: -0.081843 hartree, error -1.28e-04 hartree
  5s: -0.041216 hartree, error -6.95e-05 hartree
  4s in eV: all-electron -2.2236, pseudo -2.2271
  5s in eV: all-electron -1.1197, pseudo -1.1215
dL/dE at 3s: all-electron -2.73268, pseudo -2.73268, from norm -2.73267 (hartree bohr)^-1
mismatch growth on doubling E-E_3s: 4.017, control 2.010
  4s: u(r_c)^2 0.02385 bohr^-1, L_ps-L -1.081e-02 bohr^-1, estimated error -1.29e-04 hartree
  5s: u(r_c)^2 0.00674 bohr^-1, L_ps-L -2.086e-02 bohr^-1, estimated error -7.03e-05 hartree
control (norm x 1.2), errors: 4s -2.93e-03, 5s -1.32e-03 hartree
r_c 2.4 bohr: errors 4s -6.54e-05, 5s -3.54e-05 hartree
r_c 3.0 bohr: errors 4s -1.28e-04, 5s -6.95e-05 hartree
r_c 3.6 bohr: errors 4s -3.79e-04, 5s -2.05e-04 hartree
```
